# What resonance positions reveal about the g matrix of a defect

When resonance fields of an interface defect are fitted, or compared with a computed g matrix, one must decide whether nine numbers are at stake or six. A fit of all nine elements to line positions has no unique answer. A comparison element by element can reject a calculation that agrees with every measured position. The quantity to fit and compare is the symmetric product $G=gg^{T}$, for the reasons derived here in two ways.

## The model and the claim

Take one isolated centre with spin $S=1/2$, in a static field $\mathbf B=B\mathbf n$ with $\mathbf n$ a unit vector. Its Hamiltonian is linear in the field:

$$H=\mu_B\,\mathbf B\cdot g\cdot\mathbf S=\mu_B B\sum_{ij}n_i g_{ij}S_j .$$

The spin $\mathbf S$ is dimensionless, and $g$ is a real $3\times3$ matrix with $\det g\neq0$. Its first index refers to laboratory axes and its second to spin axes. These two sets of axes need not coincide, so $g$ need not be symmetric. If the Hamiltonian is written as $\mathbf S\cdot g\cdot\mathbf B$ instead, the indices change places and the product below becomes $g^{T}g$.

The claim is that the resonance positions for all field directions determine $G$, and that two matrices $g$ and $g'$ give the same positions if and only if $g'=gR$ with $R$ orthogonal. A matrix with $\det R=+1$ is a rotation in spin space. One with $\det R=-1$ also reverses the sign of $\det g$. The claim concerns positions. The sign of $\det g$ can be found from line strengths under circularly polarized microwaves, as shown below.

## First derivation: solve for the levels

Define $\mathbf v=g^{T}\mathbf n$, so that $H=\mu_B B\,\mathbf v\cdot\mathbf S$. For spin one-half,

$$S_iS_j=\tfrac14\delta_{ij}+\tfrac i2\sum_k\epsilon_{ijk}S_k .$$

Multiply by $v_iv_j$ and sum. The second term vanishes because $v_iv_j$ is symmetric in $i,j$ and $\epsilon_{ijk}$ is antisymmetric. Hence $(\mathbf v\cdot\mathbf S)^2=|\mathbf v|^2/4$. Since $\mathbf v\cdot\mathbf S$ has zero trace, its two eigenvalues are $\pm|\mathbf v|/2$, and the levels are

$$E_\pm=\pm\tfrac12\mu_B B\,g_n,\qquad g_n^2=|\mathbf v|^2=\mathbf n\cdot gg^{T}\mathbf n=\mathbf n\cdot G\mathbf n .$$

At a fixed microwave frequency $\nu$, resonance requires $h\nu=E_+-E_-$, so

$$B_{\rm res}(\mathbf n)=\frac{h\nu}{\mu_B\sqrt{\mathbf n\cdot G\mathbf n}} .$$

Positions therefore depend on $g$ through $G$ alone. They also determine $G$, and six directions suffice. A field along the laboratory axis $\mathbf e_i$ gives $G_{ii}=g^2(\mathbf e_i)$, where $g^2(\mathbf n)$ means $g_n^2$. A field along the diagonal between two axes gives

$$g^2\!\left(\frac{\mathbf e_i+\mathbf e_j}{\sqrt2}\right)=\tfrac12\left(G_{ii}+G_{jj}+2G_{ij}\right),$$

and therefore

$$G_{ij}=g^2\!\left(\frac{\mathbf e_i+\mathbf e_j}{\sqrt2}\right)-\tfrac12\left[g^2(\mathbf e_i)+g^2(\mathbf e_j)\right].$$

It remains to find all matrices with the same $G$. If $g'=gR$ with $RR^{T}=1$, then $g'g'^{T}=gRR^{T}g^{T}=G$. Conversely, suppose $g'g'^{T}=G$ and define $R=g^{-1}g'$. Then

$$RR^{T}=g^{-1}g'g'^{T}(g^{-1})^{T}=g^{-1}gg^{T}(g^{T})^{-1}=1 .$$

So $R$ is orthogonal, which proves the claim. Of the nine elements of $g$, six combinations are fixed and three rotation angles are free, together with one sign. From $\det G=(\det g)^2$, positions do give the magnitude $|\det g|$.

## Second derivation: remove what cannot matter

This route starts from changes of description that preserve the spectrum.

**Rotations.** Let $U=\exp(-i\theta\,\mathbf k\cdot\mathbf S)$, with $\mathbf k$ a unit vector, and let $\mathbf X(\theta)=U^\dagger\mathbf SU$. Differentiation and the commutator $[S_i,S_j]=i\sum_l\epsilon_{ijl}S_l$ give

$$\frac{d\mathbf X}{d\theta}=iU^\dagger[\mathbf k\cdot\mathbf S,\mathbf S]U=U^\dagger(\mathbf k\times\mathbf S)U=\mathbf k\times\mathbf X .$$

This is the equation of a rotation about $\mathbf k$. Starting from $\mathbf X(0)=\mathbf S$, its solution is $U^\dagger\mathbf SU=R\mathbf S$, where $R$ rotates by $\theta$. Consequently

$$H(gR)=\mu_B\mathbf B\cdot g\cdot(R\mathbf S)=U^\dagger H(g)U .$$

The two Hamiltonians are unitarily equivalent and have the same levels.

**The sign.** Let $\Theta$ be time reversal acting on the spin, with the external field kept fixed as a parameter. It is antiunitary and obeys $\Theta\mathbf S\Theta^{-1}=-\mathbf S$. As $g$ and $\mathbf B$ are real, $\Theta H(g)\Theta^{-1}=H(-g)$. If $H(g)\psi=E\psi$ with $E$ real, then $H(-g)\Theta\psi=E\,\Theta\psi$. Thus $g$ and $-g$ have the same levels, although their determinants have opposite signs. Any orthogonal $R$ with determinant $-1$ is $-1$ times a proper rotation, because $\det(-R)=-\det R$ in three dimensions. The two maps therefore cover every orthogonal matrix.

**What remains.** Let $P=G^{1/2}$ be the positive symmetric square root, and write $g=PR$. The factor $R=P^{-1}g$ is orthogonal, because $RR^{T}=P^{-1}GP^{-1}=1$. By the two maps, $g$ and $P$ have the same spectrum.

Two different matrices $P$ and $P'$ of this kind can be told apart. Using $\mathrm{Tr}\,S_iS_j=\delta_{ij}/2$,

$$\mathrm{Tr}\,H^2=\tfrac12\mu_B^2B^2|P\mathbf n|^2=\tfrac12\mu_B^2B^2\,\mathbf n\cdot P^2\mathbf n .$$

The two levels sum to zero. With separation $\Delta$ they are $\pm\Delta/2$, so $\mathrm{Tr}\,H^2=\Delta^2/2$ and $\Delta^2=\mu_B^2B^2\,\mathbf n\cdot P^2\mathbf n$. If $P$ and $P'$ gave equal separations in every direction, the symmetric matrix $P^2-P'^2$ would have $\mathbf n\cdot(P^2-P'^2)\mathbf n=0$ for all $\mathbf n$. Choosing $\mathbf n$ as each of its eigenvectors shows that all its eigenvalues vanish, so $P^2=P'^2$. A positive square root is unique: it multiplies each eigenspace of $P^2$ by the positive root of the eigenvalue. Hence $P=P'$, and positions determine $P$, or equivalently $G=P^2$.

## What each derivation assumes

The first derivation needs the explicit levels of a spin one-half with a linear Zeeman term and no other coupling. In return it gives the measuring procedure. The second needs only the behaviour of $\mathbf S$ under rotation and time reversal to show which changes are invisible. This makes it the better guide when the drive or a nuclear spin is included.

**Microwave drive.** Let the microwave field be proportional to $\mathrm{Re}(\mathbf b\,e^{-i\omega t})$, coupled through the same $g$. The strength of absorption is $W=|\langle+|\mathbf b\cdot g\cdot\mathbf S|-\rangle|^2$, from the lower to the upper level. A proper rotation transforms the static term and the drive by the same $U$, so it leaves $W$ unchanged. Time reversal gives

$$\Theta(\mathbf b\cdot g\cdot\mathbf S)\Theta^{-1}=\mathbf b^*\cdot(-g)\cdot\mathbf S .$$

For linear polarization $\mathbf b$ is real, and $g$ and $-g$ absorb equally. For circular polarization $\mathbf b^*$ rotates in the opposite sense, and the two matrices differ.

To find the size of the difference, let $\mathbf u=g^{T}\mathbf n/g_n$ be the spin quantization axis. Complete it with $\mathbf p,\mathbf q$ to a right-handed frame, and set $\mathbf w=g^{T}\mathbf b$. The matrix elements of $S_p,S_q,S_u$ between lower and upper level are $1/2,-i/2,0$. Therefore

$$W=\tfrac14|w_p-iw_q|^2=\tfrac14\left[|w_p|^2+|w_q|^2-2\,\mathrm{Im}(w_pw_q^*)\right].$$

For a real unit vector $\mathbf b=\mathbf e$ the last term vanishes. Then $W=\frac14[|\mathbf w|^2-(\mathbf w\cdot\mathbf u)^2]$, or

$$W_{\rm lin}=\tfrac14\left[\mathbf e\cdot G\mathbf e-\frac{(\mathbf e\cdot G\mathbf n)^2}{g_n^2}\right].$$

For circular polarization put $\mathbf b=\mathbf e_1+i\sigma\mathbf e_2$, where $\mathbf e_1,\mathbf e_2$ are now unit vectors normal to the field with $\mathbf e_1\times\mathbf e_2=\mathbf n$, and $\sigma=\pm1$. With $\mathbf a=g^{T}\mathbf e_1$ and $\mathbf c=g^{T}\mathbf e_2$, one has $\mathrm{Im}(w_pw_q^*)=\sigma(c_pa_q-a_pc_q)=-\sigma\,\mathbf u\cdot(\mathbf a\times\mathbf c)$. A matrix multiplies a triple product by its determinant, so

$$g_n\,\mathbf u\cdot(\mathbf a\times\mathbf c)=(g^{T}\mathbf n)\cdot(g^{T}\mathbf e_1\times g^{T}\mathbf e_2)=\det g .$$

The first two terms of $W$ are the bracket of $W_{\rm lin}$ summed over $\mathbf e_1$ and $\mathbf e_2$. The sums are $\sum\mathbf e\cdot G\mathbf e=\mathrm{Tr}\,G-g_n^2$ and $\sum(\mathbf e\cdot G\mathbf n)^2=\mathbf n\cdot G^2\mathbf n-g_n^4$. The terms in $g_n^2$ cancel, leaving

$$W_\sigma=\tfrac14\left[\mathrm{Tr}\,G-\frac{\mathbf n\cdot G^2\mathbf n}{g_n^2}+\frac{2\sigma\det g}{g_n}\right].$$

For an isotropic matrix $g=g_0\,1$ with $g_0>0$, this gives $W_{+}=g_0^2$ and $W_-=0$. With $g_0<0$ the two values change places.

**A nuclear spin.** A hyperfine term $\mathbf S\cdot A\cdot\mathbf I$ ties the spin axes to something else. Under $U$ it becomes $\mathbf S\cdot R^{T}A\cdot\mathbf I$. For a proper rotation $R$, the pairs $(g,A)$ and $(gR,R^{T}A)$ are therefore equivalent, but $(gR,A)$ is in general a different physical system. Reversing $g$ at fixed $A$ is equivalent, by time reversal of both spins, to reversing the nuclear Zeeman term. Without that term the levels do not change.

## A silicon dangling bond

Consider a model of the P$_b$ centre at the (111)Si/SiO$_2$ interface, with its symmetry axis $\mathbf d$ along [111]. Rough shifts of $-0.001$ and $+0.006$ from the free-electron value 2.002319 give $g_\parallel=2.001319$ and $g_\perp=2.008319$. The extra digits serve the arithmetic, not the material. In cubic axes,

$$G=g_\perp^2\,1+(g_\parallel^2-g_\perp^2)\,\mathbf d\mathbf d^{T},$$

with every diagonal element 4.023991 and every off-diagonal element $-0.009356$. The symmetric root $P$ has diagonal elements 2.00599 and off-diagonal elements $-0.00233$. A rotation of spin space by 40° about [001] turns it into

$$PR=\begin{pmatrix}1.53517&-1.29121&-0.00233\\1.28764&1.53817&-0.00233\\-0.00329&-0.00029&2.00599\end{pmatrix}.$$

The third matrix compared is $-PR$. The determinants are 8.07201 for the first two and $-8.07201$ for the third.

At 9.5 GHz, with $\mu_B/h=13.996245$ GHz/T, the resonance condition is $g_nB_{\rm res}=678.7535$ mT. Numerical diagonalization, with a root search for the field, gives the same positions for all three matrices: 338.3636 mT along each cubic axis and 338.7576 mT along [110], [101] and [011].

Read backwards, these fields give $g_n^2=(678.7535/338.3636)^2=4.023991$ for the axes and $(678.7535/338.7576)^2=4.014635$ for the diagonals, with unrounded values carried through. The off-diagonal element is $4.014635-4.023991=-0.009356$. Along [111] the eigenvalue of $G$ is $4.023991-2(0.009356)=4.005279$, whose root is $g_\parallel=2.00132$. Normal to [111] it is $4.023991+0.009356=4.033347$, whose root is $g_\perp=2.00832$. If the fields are first rounded to 0.01 mT, the results are 2.00127 and 2.00838. These errors are below 1% of the anisotropy $g_\perp-g_\parallel=0.007$. Rounding errors that add unfavourably could reach about $1.1\times10^{-4}$ in a single g value, or 1.6% of it, and about $1.8\times10^{-4}$, or 2.5%, in the anisotropy itself.

Averaging $PR$ with its transpose does not recover $P$. The averaged matrix gives $g_n\approx1.535$ along [100], and hence a resonance near 442 mT instead of 338 mT.

With the field along [001], the circular strengths $(W_+,W_-)$ are $(4.02396,\,5.46\times10^{-6})$ for $P$ and for $PR$. For $-PR$ they are interchanged. The weak value is not zero because the two transverse responses differ slightly. Here the response to a unit vector $\mathbf e$ normal to $\mathbf n$ means the length of the part of $g^{T}\mathbf e$ normal to $\mathbf u$; its square is the bracket in $W_{\rm lin}$. For $\mathbf e$ normal to both $\mathbf n$ and $\mathbf d$, $G\mathbf e=g_\perp^2\mathbf e$, and the response is $\beta=g_\perp$. Let $\mathbf e'$ be normal to $\mathbf n$ and $\mathbf e$, with response $\alpha$. Since $\mathbf e'\cdot G\mathbf e=0$ and $\mathbf n\cdot G\mathbf e=0$, the parts of $g^{T}\mathbf e$ and $g^{T}\mathbf e'$ normal to $\mathbf u$ are perpendicular. The triple product above then has magnitude $\alpha\beta=|\det g|/g_n$, so $\alpha=g_\parallel g_\perp/g_n$. The first two terms of $W_\sigma$ are $\frac14(\alpha^2+\beta^2)$ and the last is $\pm\frac12\alpha\beta$. The weak strength is then $\frac14(\alpha-\beta)^2=\frac14(0.00467)^2\approx5.5\times10^{-6}$.

## Real interfaces and the nuclear limit

The model treats identical centres with one orientation. The range of its resonance field is 1.18 mT, from 337.97 mT normal to [111] to 339.15 mT along it. Strain breaks the assumption of identical centres: a rough spread of 0.001 in $g_\perp$ widens the line by $337.97\times0.001/2.008=0.17$ mT. For a rough density of $5\times10^{12}$ cm$^{-2}$, high for a hydrogen-passivated device, the inverse root of the density is $r=4.5$ nm. A neighbour at that distance gives a dipolar field of at most $2(\mu_0/4\pi)(g\mu_B/2)/r^3\approx0.02$ mT. Randomly placed centres, however, have their nearest neighbours at a mean distance of $r/2$, where this field is eight times larger, about 0.17 mT. Dipolar broadening can then be comparable with the strain width. On a (100) interface dangling bonds along several ⟨111⟩ directions can occur together. If their g values were those used here, assigning a line to direction $\mathbf d_2$ instead of $\mathbf d_1$ would displace it nearly in proportion to $(\mathbf n\cdot\mathbf d_1)^2-(\mathbf n\cdot\mathbf d_2)^2$. The maximum of this difference is the largest eigenvalue of $\mathbf d_1\mathbf d_1^{T}-\mathbf d_2\mathbf d_2^{T}$, which is $\sqrt{1-(\mathbf d_1\cdot\mathbf d_2)^2}=\sqrt{8}/3=0.94$ because $|\mathbf d_1\cdot\mathbf d_2|=1/3$. The displacement could thus reach about $0.94\times1.18=1.1$ mT.

Some centres carry a $^{29}$Si nucleus. Take rough hyperfine values $A_\parallel=-400$ MHz and $A_\perp=-250$ MHz, with the field along [111]. To first order the two lines are separated by $|A^{T}\mathbf u|$, which is 400 MHz, or 14.3 mT, for $P$. If $g$ alone is rotated, $\mathbf u$ makes an angle $\chi$ with [111], where $\cos\chi=(1+2\cos40^\circ)/3=0.844$. The separation becomes

$$\sqrt{400^2\cos^2\chi+250^2\sin^2\chi}\ \text{MHz}\approx363\ \text{MHz}.$$

Diagonalization of the four-level Hamiltonian also gives 363 MHz, and it returns 400 MHz when $A$ is rotated with $g$. This relative rotation of $g$ and $A$ is thus readily visible, whereas a common one is not. A relative rotation about [111] itself is an exception. Both matrices are symmetric about that axis, so without the nuclear Zeeman term the levels do not change at all. With that term, a 40° rotation of $g$ alone about [111] shifts the two strong lines by at most about 14 kHz. The weak lines in which the nucleus also flips, below $10^{-3}$ in relative intensity, move by several hundred kHz.

The sign of $g$ at fixed $A$ leaves a much smaller trace in the two strong lines. With a rough nuclear gyromagnetic ratio, divided by $2\pi$, of $-8.5$ MHz/T, the nuclear Zeeman frequency at 339.15 mT is $\nu_I=2.88$ MHz in magnitude. The transverse coupling shifts each line by $A_\perp^2/[4(\nu\pm\nu_I)]$ to second order, the sign depending on that of the nuclear term. Reversing it changes the shift by

$$\frac{A_\perp^2\nu_I}{2\nu^2}=\frac{(250)^2(2.88)}{2(9500)^2}\ \text{MHz}\approx1.0\ \text{kHz},$$

in agreement with the diagonalization. This is about $4\times10^{-5}$ mT for the field along [111]. In other directions, diagonalization with $g=P$ gives shifts of the strong lines of up to about 10 kHz, or $3.5\times10^{-4}$ mT. That is still several hundred times less than the strain width of 0.17 mT found normal to [111]. Transitions that flip the nucleus are far more sensitive. Along [111] the second-order term $\delta=A_\perp^2/4\nu\approx1.6$ MHz places the two nuclear frequencies at $|A_\parallel|/2\pm(\nu_I-\delta)$ for one sign of $g$ and at $|A_\parallel|/2\pm(\nu_I+\delta)$ for the other, a change of about 3.3 MHz in each. In other directions the weak lines in which electron and nucleus flip together move by up to about 5 MHz. For a centre with such a nucleus, positions are therefore not blind to the sign. The strong lines show it too weakly under these conditions, so it must be sought in the nuclear transitions or with a circularly polarized drive.
